# Euclidean Gamma Matrices, Spin(4) and the Missing Majorana Condition: a numerical check

```python
"""
Result under test: Hermitian Euclidean gamma matrices in four dimensions give
Spin(4) = SU(2) x SU(2), with the 't Hooft symbols eta (self-dual) and etabar
(anti-self-dual) selecting the two factors. No Spin(4)-covariant condition
psi = M psi* on one four-component spinor has a nonzero solution.

Symbols: gamma[mu] has upper-right block s[mu] = (-i sigma_k, 1) and lower-left
block s[mu]^dagger; Sigma = -(i/4)[gamma,gamma]; omega is an antisymmetric matrix
of rotation angles; S is a spinor rotation with blocks A (gamma5=+1), B (gamma5=-1);
R is the corresponding rotation of vectors. Array index 3 is the fourth direction.
"""
import itertools
import numpy as np
from scipy.linalg import expm, block_diag, null_space
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
I2, I4 = np.eye(2), np.eye(4)
Z2 = np.zeros((2, 2))
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
s = np.array([-1j * sigma[0], -1j * sigma[1], -1j * sigma[2], I2])
gamma = np.array([np.block([[Z2, m], [m.conj().T, Z2]]) for m in s])


def close(a, b, tol=1e-10):
    return np.allclose(a, b, rtol=0, atol=tol)


def slash(v):
    return np.einsum('m,mij->ij', v, gamma)


def unit(n):
    v = rng.normal(size=n)
    return v / np.linalg.norm(v)


def is_su2(m):
    return close(m @ m.conj().T, I2) and close(np.linalg.det(m), 1)


# Clifford relations, hermiticity and chirality
for m, n in itertools.product(range(4), repeat=2):
    assert close(gamma[m] @ gamma[n] + gamma[n] @ gamma[m], 2 * (m == n) * I4)
assert all(close(g, g.conj().T) for g in gamma)
gamma5 = gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
assert close(gamma5, np.diag([1, 1, -1, -1]))

# 't Hooft symbols from the permutation symbol
eps4 = np.zeros((4, 4, 4, 4))
for p in itertools.permutations(range(4)):
    eps4[p] = round(np.linalg.det(I4[list(p)]))
eps3 = eps4[:3, :3, :3, 3]
eta, etabar = np.zeros((3, 4, 4)), np.zeros((3, 4, 4))
for symbol, sign in ((eta, 1), (etabar, -1)):
    symbol[:, :3, :3] = eps3
    for a in range(3):
        symbol[a, a, 3], symbol[a, 3, a] = sign, -sign
    assert close(0.5 * np.einsum('mnrs,ars->amn', eps4, symbol), sign * symbol)
    assert close(np.einsum('amn,bmn->ab', symbol, symbol), 4 * np.eye(3))
    for a, b in itertools.product(range(3), repeat=2):
        rhs = -(a == b) * I4 - np.einsum('c,cmn->mn', eps3[a, b], symbol)
        assert close(symbol[a] @ symbol[b], rhs)
    T = -0.5j * symbol
    for a, b in itertools.product(range(3), repeat=2):
        assert close(T[a] @ T[b] - T[b] @ T[a],
                     1j * np.einsum('c,cmn->mn', eps3[a, b], T))
assert close(np.einsum('amn,bmn->ab', eta, etabar), 0)
for a, b in itertools.product(range(3), repeat=2):
    assert close(eta[a] @ etabar[b], etabar[b] @ eta[a])

# Spin generators from commutators against the 't Hooft form
Sigma = np.zeros((4, 4, 4, 4), complex)
for m, n in itertools.product(range(4), repeat=2):
    Sigma[m, n] = -0.25j * (gamma[m] @ gamma[n] - gamma[n] @ gamma[m])
    upper = 0.5 * np.einsum('a,aij->ij', etabar[:, m, n], sigma)
    lower = 0.5 * np.einsum('a,aij->ij', eta[:, m, n], sigma)
    assert close(Sigma[m, n], block_diag(upper, lower))
chiral_plus = 0.25 * np.einsum('amn,mnij->aij', etabar, Sigma)
chiral_minus = 0.25 * np.einsum('amn,mnij->aij', eta, Sigma)
for a in range(3):
    assert close(chiral_plus[a], block_diag(sigma[a] / 2, Z2))
    assert close(chiral_minus[a], block_diag(Z2, sigma[a] / 2))

# Even products of unit vectors lie in SU(2) x SU(2)
for _ in range(5):
    u, v = unit(4), unit(4)
    product = slash(u) @ slash(v)
    U, V = np.einsum('m,mij->ij', u, s), np.einsum('m,mij->ij', v, s)
    assert is_su2(product[:2, :2]) and is_su2(product[2:, 2:])
    assert close(product, block_diag(U @ V.conj().T, U.conj().T @ V))

# Every element of either factor is a product of four unit vectors
for _ in range(5):
    n3 = unit(3)
    e3 = np.cross(n3, unit(3))
    e3 /= np.linalg.norm(e3)
    f3 = np.cross(n3, e3)
    assert close(np.cross(e3, f3), n3)
    e, f, n = (np.append(w, 0) for w in (e3, f3, n3))
    theta = rng.uniform(0, 2 * np.pi)
    c, d = np.cos(theta / 2), np.sin(theta / 2)
    target = expm(1j * theta * np.einsum('a,aij->ij', n3, sigma))
    first = slash(e) @ slash(c * e + d * f)
    assert close(first @ slash(n) @ slash(c * n - d * I4[3]), block_diag(target, I2))
    assert close(first @ slash(n) @ slash(c * n + d * I4[3]), block_diag(I2, target))


def vector_rotation(S):
    Si = np.linalg.inv(S)
    R = np.array([[np.trace(gamma[m] @ S @ gamma[n] @ Si) / 4 for n in range(4)]
                  for m in range(4)])
    assert close(R.imag, 0)
    return R.real


def spinor_rotation(omega):
    return expm(0.25 * np.einsum('mn,mij,njk->ik', omega, gamma, gamma))


def dual_parts(omega):
    return (np.einsum('amn,mn->a', eta, omega) / 4,
            np.einsum('amn,mn->a', etabar, omega) / 4)


# Finite rotations, their two factors, traces and plane angles
for _ in range(5):
    omega = rng.normal(size=(4, 4))
    omega = omega - omega.T
    x, y = dual_parts(omega)
    assert close(omega, np.einsum('a,amn->mn', x, eta) + np.einsum('a,amn->mn', y, etabar))
    S = spinor_rotation(omega)
    A = expm(1j * np.einsum('a,aij->ij', y, sigma))
    B = expm(1j * np.einsum('a,aij->ij', x, sigma))
    R = vector_rotation(S)
    assert close(S, block_diag(A, B)) and close(R, expm(omega))
    assert close(np.trace(R), np.trace(A) * np.trace(B))
    lx, ly = np.linalg.norm(x), np.linalg.norm(y)
    phases = np.sort(np.linalg.eigvals(omega).imag)
    assert close(phases, np.sort([lx + ly, lx - ly, ly - lx, -lx - ly]))
    assert close(vector_rotation(-S), R)
    assert close(vector_rotation(block_diag(-A, B)), -R)

# Every SO(4) matrix is reached
for _ in range(5):
    Q = np.linalg.qr(rng.normal(size=(4, 4)))[0]
    if np.linalg.det(Q) < 0:
        Q[:, 0] *= -1
    W4 = np.einsum('m,mij->ij', Q[:, 3], s)
    rest = vector_rotation(block_diag(W4, I2)).T @ Q
    assert close(rest[:, 3], I4[3]) and close(rest[3], I4[3])
    q = Rotation.from_matrix(rest[:3, :3]).as_quat()
    D = np.einsum('m,mij->ij', q, s)
    assert close(vector_rotation(block_diag(W4 @ D, D)), Q)


def intertwiners(generators):
    """All matrices M with M X* = X M for every listed generator X."""
    size = len(generators[0])
    one = np.eye(size)
    rows = [np.kron(one, X.conj().T) - np.kron(X, one) for X in generators]
    return null_space(np.vstack(rows), rcond=1e-10)


def condition_singular_values(M):
    """Singular values of the real-linear map psi -> psi - M psi*."""
    P, Q = M.real, M.imag
    return np.linalg.svd(np.eye(2 * len(M)) - np.block([[P, Q], [Q, -P]]),
                         compute_uv=False)


def solution_dimension(M):
    return int(np.sum(condition_singular_values(M) < 1e-10))


pairs = list(itertools.combinations(range(4), 2))
euclid = [gamma[m] @ gamma[n] for m, n in pairs]
lorentz = [(1j if n == 3 else 1) * gamma[m] @ gamma[n] for m, n in pairs]

# Complete set of covariant conjugations in Euclidean space
sig2 = sigma[1]
space = intertwiners(euclid)
expected = np.array([block_diag(sig2, Z2).ravel(),
                     block_diag(Z2, sig2).ravel()]).T / np.sqrt(2)
assert space.shape[1] == 2
assert close(space @ space.conj().T, expected @ expected.conj().T)

# The same obstruction found in a random unitary basis
basis = np.linalg.qr(rng.normal(size=(4, 4)) + 1j * rng.normal(size=(4, 4)))[0]
space_r = intertwiners([basis @ X @ basis.conj().T for X in euclid])
assert space_r.shape[1] == 2
for _ in range(5):
    M = (space_r @ (rng.normal(size=2) + 1j * rng.normal(size=2))).reshape(4, 4)
    squares = np.linalg.eigvals(M @ M.conj())
    assert close(squares.imag, 0, 1e-7) and np.all(squares.real < 1e-7)
    assert solution_dimension(M) == 0

# Norm identity for arbitrary complex coefficients
for _ in range(5):
    a, b = rng.normal(size=2) + 1j * rng.normal(size=2)
    values = condition_singular_values(block_diag(a * sig2, b * sig2))
    predicted = np.sqrt(1 + np.abs(np.repeat([a, b], 4)) ** 2)
    assert close(np.sort(values), np.sort(predicted))

# Two gamma-matrix signs, and the bilinear form for a Grassmann action
M_plus, M_minus = block_diag(sig2, sig2), block_diag(sig2, -sig2)
for g in gamma:
    assert close(M_plus @ g.conj() @ np.linalg.inv(M_plus), g)
    assert close(M_minus @ g.conj() @ np.linalg.inv(M_minus), -g)
    assert close((M_minus @ g).T, M_minus @ g)
assert close(M_minus.T, -M_minus)

# Lorentzian spinor and Euclidean symplectic pair
M_lorentz = np.block([[Z2, sig2], [-sig2, Z2]])
space_l = intertwiners(lorentz)
expected_l = np.array([np.block([[Z2, sig2], [Z2, Z2]]).ravel(),
                       np.block([[Z2, Z2], [sig2, Z2]]).ravel()]).T / np.sqrt(2)
assert space_l.shape[1] == 2
assert close(space_l @ space_l.conj().T, expected_l @ expected_l.conj().T)
assert close(M_lorentz @ M_lorentz.conj(), I4)
M_pair = np.kron(np.array([[0, 1], [-1, 0]]), M_plus)
for X in euclid:
    XX = np.kron(I2, X)
    assert close(M_pair @ XX.conj(), XX @ M_pair)
dim_one, dim_lor, dim_pair = map(solution_dimension, (M_plus, M_lorentz, M_pair))
assert (dim_one, dim_lor, dim_pair) == (0, 4, 8)

# Worked example
alpha_deg, beta_deg = 100.0, 40.0


def double_rotation(a_deg, b_deg):
    w = np.zeros((4, 4))
    w[0, 1], w[2, 3] = np.radians([a_deg, b_deg])
    return w - w.T


def show(values):
    out = []
    for z in np.atleast_1d(values):
        re, im = round(float(np.real(z)), 4) + 0.0, round(float(np.imag(z)), 4) + 0.0
        out.append(f"{re:.4f}{im:+.4f}i")
    return ", ".join(out)


omega = double_rotation(alpha_deg, beta_deg)
x, y = dual_parts(omega)
S, R = spinor_rotation(omega), expm(omega)
S_turn = spinor_rotation(double_rotation(alpha_deg + 360, beta_deg))
R_turn = expm(double_rotation(alpha_deg + 360, beta_deg))
assert close(S_turn, -S) and close(R_turn, R)
psi = np.array([0.6, 0.8j, 1.0, 0.5])
conj1 = M_plus @ psi.conj()
conj2 = M_plus @ conj1.conj()
assert close(conj2, -psi) and close(np.vdot(psi, conj1), 0)
assert close(M_plus @ (S @ psi).conj(), S @ conj1)
difference = np.linalg.norm(psi - conj1) ** 2
assert close(difference, 2 * np.linalg.norm(psi) ** 2)

print(f"omega_12 = {alpha_deg:.1f} deg")
print(f"omega_34 = {beta_deg:.1f} deg")
print(f"self-dual part x_3 = {np.degrees(x[2]):.1f} deg")
print(f"anti-self-dual part y_3 = {np.degrees(y[2]):.1f} deg")
print("diagonal of A (dimensionless):", show(np.diag(S)[:2]))
print("diagonal of B (dimensionless):", show(np.diag(S)[2:]))
print(f"trace A = {np.trace(S[:2, :2]).real:.4f} (dimensionless)")
print(f"trace B = {np.trace(S[2:, 2:]).real:.4f} (dimensionless)")
print(f"trace R = {np.trace(R):.4f} (dimensionless)")
print("omega_12 raised by 360 deg:")
print("  diagonal of A (dimensionless):", show(np.diag(S_turn)[:2]))
print("  diagonal of B (dimensionless):", show(np.diag(S_turn)[2:]))
print(f"  trace R = {np.trace(R_turn):.4f} (dimensionless)")
print("Spinor conjugation with a = b = 1 (dimensionless):")
print("  psi:", show(psi))
print("  conjugated once:", show(conj1))
print("  conjugated twice:", show(conj2))
print(f"  norm squared of psi = {np.linalg.norm(psi)**2:.4f}")
print(f"  norm squared of psi - M psi* = {difference:.4f}")
print(f"  smallest singular value of psi -> psi - M psi* = "
      f"{condition_singular_values(M_plus).min():.4f}")
print("Independent covariant matrices M (complex count):")
print(f"  Euclidean = {space.shape[1]}, Lorentzian = {space_l.shape[1]}")
print("Real dimension of the solutions of the reality condition:")
print(f"  one Euclidean spinor = {dim_one} of {2 * len(M_plus)}")
print(f"  one Lorentzian spinor = {dim_lor} of {2 * len(M_lorentz)}")
print(f"  Euclidean symplectic pair = {dim_pair} of {2 * len(M_pair)}")
print("finished without a failed check")
```

Printed output:

```
omega_12 = 100.0 deg
omega_34 = 40.0 deg
self-dual part x_3 = 70.0 deg
anti-self-dual part y_3 = 30.0 deg
diagonal of A (dimensionless): 0.8660+0.5000i, 0.8660-0.5000i
diagonal of B (dimensionless): 0.3420+0.9397i, 0.3420-0.9397i
trace A = 1.7321 (dimensionless)
trace B = 0.6840 (dimensionless)
trace R = 1.1848 (dimensionless)
omega_12 raised by 360 deg:
  diagonal of A (dimensionless): -0.8660-0.5000i, -0.8660+0.5000i
  diagonal of B (dimensionless): -0.3420-0.9397i, -0.3420+0.9397i
  trace R = 1.1848 (dimensionless)
Spinor conjugation with a = b = 1 (dimensionless):
  psi: 0.6000+0.0000i, 0.0000+0.8000i, 1.0000+0.0000i, 0.5000+0.0000i
  conjugated once: -0.8000+0.0000i, 0.0000+0.6000i, 0.0000-0.5000i, 0.0000+1.0000i
  conjugated twice: -0.6000+0.0000i, 0.0000-0.8000i, -1.0000+0.0000i, -0.5000+0.0000i
  norm squared of psi = 2.2500
  norm squared of psi - M psi* = 4.5000
  smallest singular value of psi -> psi - M psi* = 1.4142
Independent covariant matrices M (complex count):
  Euclidean = 2, Lorentzian = 2
Real dimension of the solutions of the reality condition:
  one Euclidean spinor = 0 of 8
  one Lorentzian spinor = 4 of 8
  Euclidean symplectic pair = 8 of 16
finished without a failed check
```
